\section*{Symmetry-Reduced Sampling of Dopant–Vacancy Arrangements in Hafnia: Choosing Groups and Weights}

\section{Symmetry fixes the weights}

Let $\sigma$ denote one way of placing dopants and vacancies on the labelled sites of a fixed supercell, and let $G$ be the group of operations that map the undoped supercell onto itself. An operation $h\in G$ moves the defects without changing any distance or chemical environment, so
\begin{equation}
E(h\sigma)=E(\sigma).
\end{equation}
The arrangements reached from $\sigma$ in this way form its orbit. All its members have one Boltzmann factor, so the sum over labelled arrangements must take the form
\begin{equation}
Z=\sum_\sigma e^{-\beta E(\sigma)}=\sum_r m_r e^{-\beta E_r},\qquad \beta=\frac1{kT},
\label{eq:Z}
\end{equation}
where $r$ runs over one representative per orbit and $m_r$ is the number of distinct members. The weight is an integer fixed by symmetry, independent of temperature and of the energy method.

To find $m_r$, let $\mathrm{Stab}(r)$ be the operations that leave $r$ unchanged. Two operations give the same image, $hr=h'r$, precisely when $h^{-1}h'r=r$, that is, when $h'=hs$ with $s\in\mathrm{Stab}(r)$. Each image is therefore produced by $|\mathrm{Stab}(r)|$ operations, and
\begin{equation}
m_r=\frac{|G|}{|\mathrm{Stab}(r)|}.
\label{eq:os}
\end{equation}

Translated copies are distinct microstates of a fixed cell. Each belongs in $Z$ once. Symmetry reduction removes repeated energy calculations, not microstates.

The case treated here is a neutral defect complex in hafnia: two identical trivalent dopants on cation sites $i,j$, each of charge $-1$ relative to the host, and one oxygen vacancy of charge $+2$ on site $v$. With $N_c$ cation and $N_o$ oxygen sites, the number of labelled arrangements is
\begin{equation}
\Omega=\binom{N_c}{2}N_o=\sum_r m_r .
\label{eq:omega}
\end{equation}
For $N_c=16$ and $N_o=32$, $\Omega=120\times32=3840$. The second equality is a useful first check on any list of degeneracies.

\section{Choosing the symmetry group}

The group must belong to the undoped host in the chosen supercell. Write positions as $\sum_k x_k\mathbf a_k$, with $\mathbf a_k$ the supercell edges, and let $\eta_{kl}=\mathbf a_k\cdot\mathbf a_l$. An operation acts as $x\mapsto Wx+t$. Squared lengths $x^{\mathsf T}\eta x$ are preserved for every $x$ if and only if
\begin{equation}
W^{\mathsf T}\eta W=\eta .
\end{equation}
$W$ must also have integer entries, so that supercell lattice vectors go to supercell lattice vectors. The determinant of the metric condition gives $(\det W)^2=1$, so the inverse is an integer matrix too. Column $k$ of $W$ is a lattice vector as long as $\mathbf a_k$, which leaves finitely many candidates. For each one, a chosen cation at $x_0$ must land on some cation at $x_k$, so it suffices to try $t=x_k-Wx_0$. The pair is accepted if every atom lands on an atom of its own species, modulo supercell translations.

The supercell shape matters. Tetragonal $P4_2/nmc$ hafnia has 16 point operations and two formula units per primitive cell. A $2\times2\times1$ repetition of the four-formula-unit cell contains eight primitive cells and keeps all point operations, so $|G|=16\times8=128$. In a $4\times1\times1$ cell of equal content, operations that exchange the first two axes would exchange edges of different length. Eight point operations survive and $|G|=64$. The number of orbits rises from 38 to 64, although $\Omega$ is unchanged. The periodic images of the defects also differ, so the two cells are different models, not two samplings of one model.

Errors in $G$ have unequal consequences. If a proper subgroup is used, for instance the translations alone, true orbits split into pieces. Every piece still has a uniform energy and the piece sizes still add to $\Omega$, so \eqref{eq:Z} remains correct at a higher cost. A position tolerance that is too tight is more dangerous. With slightly noisy coordinates it can accept two operations and reject their product. The accepted set is then not a group, the sets of images can overlap, and the multiplicities need not add to $\Omega$. Closure under composition should therefore be checked. If the tolerance is so loose that a false operation is accepted, arrangements of different energy are merged and $Z$ is wrong. In case of doubt, use the smaller group. Equality of energies is no substitute for this analysis: inequivalent arrangements may have equal energies and different values of another observable.

\section{Enumerating each orbit once}

Write an arrangement as $(P,v)$, with $P=\{i,j\}$ an unordered dopant pair. The enumeration has two stages.

First, divide the oxygen sites into orbits $O_v$ and choose one site $v$ from each. Every arrangement can be moved to one whose vacancy is on a chosen site, so no orbit is missed. Second, let $G_v$ be the operations that fix $v$. Two arrangements $(P,v)$ and $(P',v)$ are equivalent precisely when some $h$ satisfies both $hv=v$ and $hP=P'$, that is, when $P$ and $P'$ lie in one orbit of $G_v$. One pair from each such orbit $\mathcal P$ therefore gives every arrangement class once.

The multiplicity follows by using \eqref{eq:os} twice. For the vacancy, $|G|=|O_v||G_v|$. For the pair, $|G_v|=|\mathcal P||\mathrm{Stab}(P,v)|$, because an operation fixing the whole arrangement fixes $v$ and maps $P$ onto itself. Hence
\begin{equation}
m=\frac{|G|}{|\mathrm{Stab}(P,v)|}
=\frac{|O_v||G_v|}{|G_v|/|\mathcal P|}
=|O_v||\mathcal P|.
\label{eq:twostage}
\end{equation}

The number of orbits can be found without listing them. Count the combinations $(h,\sigma)$ with $h\sigma=\sigma$ in two ways:
\begin{equation}
\sum_{h\in G}\mathrm{Fix}(h)=\sum_\sigma|\mathrm{Stab}(\sigma)|
=\sum_r m_r|\mathrm{Stab}(r)|=N_{\rm orb}|G| .
\end{equation}
For an arrangement to be fixed, its vacancy must be on a fixed oxygen site, and its dopants must either both be fixed or be exchanged. If $h$ fixes $f_o$ oxygen sites and $f_c$ cation sites and exchanges $c_2$ cation pairs, then
\begin{equation}
N_{\rm orb}=\frac1{|G|}\sum_{h\in G}f_o(h)
\left[\binom{f_c(h)}2+c_2(h)\right].
\label{eq:burnside}
\end{equation}

In monoclinic $P2_1/c$ and polar orthorhombic $Pca2_1$ hafnia, oxygen occupies general positions. If an operation fixed an oxygen site modulo a supercell translation, combining it with the inverse translation would fix the site itself, which only the identity does. Thus $G_v$ is trivial. Each phase has $|G|=4\times4=16$, every multiplicity is 16, and $N_{\rm orb}=3840/16=240$.

In the tetragonal phase all 32 oxygen sites are equivalent, so $|G_v|=128/32=4$. Besides the identity, $G_v$ contains a twofold rotation and two diagonal mirrors. Label the 16 cation columns by integers $(a,b)$ modulo 4, with the vacancy column at $(\tfrac12,\tfrac12)$. The cation heights follow the parity of $a+b$, which all three operations preserve.
\begin{itemize}
\item The mirror $(a,b)\to(b,a)$ fixes 4 cations and exchanges 6 pairs, so it fixes $6+6=12$ dopant pairs.
\item The mirror $(a,b)\to(1-b,1-a)$ also fixes 12.
\item The rotation $(a,b)\to(1-a,1-b)$ fixes no cation, since $2a=1$ has no solution modulo 4. It exchanges 8 pairs, so it fixes 8.
\end{itemize}
Applying the counting argument to $G_v$ acting on pairs gives
\begin{equation}
N_{\rm orb}=\frac{120+12+12+8}{4}=38 .
\end{equation}
The enumeration finds 4, 10 and 24 orbits of multiplicity 32, 64 and 128. By \eqref{eq:twostage} these correspond to pair orbits of size 1, 2 and 4, and $4\times1+10\times2+24\times4=120$, as required.

Together the three phases need $240+240+38=518$ energies instead of 11\,520. Labelling every arrangement by its symmetry images, independently of the two-stage method, gave the same orbits and multiplicities.

\section{An energy that respects the symmetry}

Any energy method may be used if it respects $G$. In an electronic-structure calculation this requires, for example, a $k$-point mesh compatible with $G$. The example uses a simple model: a host offset $E_\phi$ for phase $\phi$, a cost $\varepsilon_3$ for a vacancy on a threefold-coordinated oxygen site, and screened electrostatics.

Let $\psi(\mathbf r)$ be the periodic potential of unit point charges, one per supercell of volume $V$, in a neutralizing background:
\begin{equation}
-\nabla^2\psi=4\pi\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1V\Big],
\end{equation}
with zero cell average and conducting boundary conditions. Let $\psi_{ab}$ be its value between different sites, and $\psi_0=\lim_{r\to0}(\psi-1/r)$ the potential of a charge's own images and background. The factor $\tfrac12$ in the electrostatic energy prevents double counting of pairs:
\begin{align}
\frac12\sum_{a,b}q_aq_b\psi_{ab}
&=\tfrac12(1+1+4)\psi_0+\psi_{ij}-2\psi_{iv}-2\psi_{jv}\nonumber\\
&=3\psi_0+\psi_{ij}-2\psi_{iv}-2\psi_{jv}.
\end{align}
Adding a constant $c$ to $\psi$ changes this by $\tfrac12c(\sum_aq_a)^2=0$, since the complex is neutral. With relative permittivity $\epsilon$,
\begin{equation}
E=E_\phi+\varepsilon_3n_3+\frac{e^2}{4\pi\varepsilon_0\epsilon}
\left[\psi_{ij}-2\psi_{iv}-2\psi_{jv}+3\psi_0\right],
\end{equation}
where $n_3$ is 1 for a threefold vacancy site and 0 otherwise.

The host geometries are approximate and rounded. The parameters are $\epsilon=25$, $\varepsilon_3=0.10$ eV, and $E_\phi=0.00$, 0.10 and 0.20 eV per supercell for the monoclinic (m), polar orthorhombic (o) and tetragonal (t) phases. They are model choices, so the energies below illustrate the weighting and do not predict a doped film. In particular, the host offsets are only about 6 and 12 meV per formula unit, chosen small so that all three phases contribute. First-principles offsets for undoped hafnia are typically tens of meV per formula unit or more. Even 50 meV would be 0.8 eV per supercell and would leave the higher phase almost unpopulated at 1000 K. The sign of $\varepsilon_3$ is also an assumption: a relaxed vacancy of charge $+2$ may prefer the threefold site. Relaxation, vibrations and electronic excitations are left out.

\section{Choosing weights for phase averages}

For each phase define
\begin{equation}
F_\phi=-kT\ln Z_\phi,\quad
U_\phi=\frac1{Z_\phi}\sum_r m_rE_re^{-\beta E_r},\quad
S_\phi=\frac{U_\phi-F_\phi}{T}.
\end{equation}
If the whole supercell may adopt any of the phases, each in one fixed orientation and origin, then
\begin{equation}
p_\phi=\frac{Z_\phi}{\sum_\chi Z_\chi},\qquad
\frac{p_\phi}{p_\chi}=e^{-(F_\phi-F_\chi)/kT}.
\label{eq:p}
\end{equation}

At 1000 K, $kT=0.0862$ eV and $F_{\rm m},F_{\rm o},F_{\rm t}=-1.3620,-1.2670,-1.1923$ eV. Thus
\begin{align}
p_{\rm o}/p_{\rm m}&=e^{-0.0950/0.0862}=0.332,\\
p_{\rm t}/p_{\rm m}&=e^{-0.1697/0.0862}=0.140,
\end{align}
and $p_{\rm m}=1/(1+0.332+0.140)=0.679$. The temperature dependence is:
\begin{center}
\begin{tabular}{rccc}
$T$ (K) & m & o & t\\
300 & 0.971 & 0.027 & 0.001\\
600 & 0.832 & 0.140 & 0.029\\
1000 & 0.679 & 0.226 & 0.095\\
1500 & 0.572 & 0.269 & 0.160
\end{tabular}
\end{center}

The tetragonal host offset is 0.200 eV, but $F_{\rm t}-F_{\rm m}$ is 0.170 eV. With these parameters the defects therefore lower the tetragonal phase by 0.030 eV relative to the monoclinic one. Of this, $0.200-(U_{\rm t}-U_{\rm m})=0.019$ eV is energy, and $kT(6.561-6.428)=0.011$ eV is configurational entropy. The sign of the shift depends on the assumed $\varepsilon_3$, which raises the energy of some monoclinic sites but of no tetragonal site. With $\varepsilon_3=0$ the defects would instead raise the tetragonal phase by 0.005 eV relative to the monoclinic one.

Two other weightings show what multiplicity does. Giving each orbit weight 1 replaces $Z_\phi$ by
\begin{equation}
\sum_re^{-\beta E_r}=Z_\phi\left\langle\frac1m\right\rangle_\phi .
\end{equation}
This divides the m and o sums by 16 but the t sum by about 64 at 1000 K, and $p_{\rm t}$ falls from 0.095 to 0.026. Using $1/|\mathrm{Stab}(r)|=m_r/|G_\phi|$ replaces $Z_\phi$ by $Z_\phi/|G_\phi|$. The common factor cancels within a phase, but between phases it penalizes t by $128/16=8$ relative to m, and $p_{\rm t}$ becomes 0.013.

The second choice has a legitimate use. Suppose the phases are distortions of one parent with supercell group $G_0$, and all equivalent orientations and origins of each phase are to be summed. These variants form an orbit of the host structure under $G_0$ with stabilizer $G_\phi$, so their number is $n_\phi=|G_0|/|G_\phi|$, and
\begin{equation}
n_\phi m_r=\frac{|G_0|}{|\mathrm{Stab}(r)|}.
\end{equation}
Inverse-stabilizer weights then give the correct ratios. The sum covers only variants related by $G_0$. All six tetragonal variants of a cubic parent (three axes, two origins each) fit in a $2\times2\times1$ cell, but the group of that supercell, of order 256, splits them into two orbits. The two variants with the tetragonal axis along the short edge have stabilizers of order 128, and the four with the axis along a long edge have stabilizers of order 64. In the second orbit the axis points differently relative to the periodic defect images, so that orbit needs its own set of energies. The example therefore keeps one fixed variant of each phase and uses multiplicities.

\section{Temperature limits and truncation}

As $T\to\infty$ at fixed energies, $Z_\phi\to\Omega$ for every phase, so each of the three weights tends to $1/3$. Weight 1 per orbit would instead give the tetragonal phase $38/518=0.07$. As $T\to0$, the lowest orbit dominates, and if it is unique
\begin{equation}
F_\phi\to E_{\min}-kT\ln m_{\min}.
\end{equation}

Between the limits, the most populated orbit need not be the lowest. The two lowest tetragonal orbits have energies $-0.7716$ and $-0.6810$ eV and multiplicities 32 and 128. Their population ratio is
\begin{equation}
\frac{p_2}{p_1}=\frac{128}{32}\,e^{-0.0906\,{\rm eV}/kT},
\end{equation}
which reaches 1 when $kT\ln4=0.0906$ eV, at about 760 K. At 1000 K it is 1.4.

This affects truncation. Suppose all omitted orbits have energies of at least $E_c$. They contain at most $\Omega$ arrangements, so their fraction $\delta$ of $Z$ obeys
\begin{equation}
\delta\le\Omega e^{-\beta(E_c-F)} .
\end{equation}
To guarantee a fraction no greater than $\delta_0$, it is sufficient that
\begin{equation}
E_c\ge F+kT\ln(\Omega/\delta_0).
\end{equation}
The free energy $F_{\rm kept}$ of the retained orbits may replace $F$: since $F_{\rm kept}\ge F$, the criterion becomes stricter. For the tetragonal phase at 1000 K and $\delta_0=0.01$, $E_c=-1.192+0.0862\ln(384\,000)\approx-0.08$ eV, about 0.7 eV above the lowest orbit. The bound is conservative: only 192 of the 3840 arrangements lie above this cutoff, and they carry 0.03\% of $Z_{\rm t}$. A cutoff near $-0.20$ eV would already omit no more than 1\%.

Keeping a fixed number of orbits is less safe. With $p_r=m_re^{-(E_r-F)/kT}$, the three lowest orbits carry 66\% of $Z_{\rm t}$ but 32\% of $Z_{\rm m}$ at 1000 K. Truncating both phases there would raise $p_{\rm t}/p_{\rm m}$ from 0.14 to 0.29.

\section{Averaging observables}

For an observable $A$, the sum over one orbit is $m_r\bar A_r$, where $\bar A_r$ is the mean over its members. Hence
\begin{equation}
\langle A\rangle=\frac{\sum_\phi\sum_r m_r\bar A_r e^{-\beta E_r}}
{\sum_\phi Z_\phi}.
\end{equation}
If $A$ is invariant under $G_\phi$, the representative's value suffices. The number of dopants adjacent to the vacancy is such a quantity. Its phase means at 1000 K are 1.615, 1.637 and 1.643, so
\begin{equation}
0.679(1.615)+0.226(1.637)+0.095(1.643)=1.62 .
\end{equation}
For random placement in the tetragonal phase, a vacancy has four neighbouring cation sites, each occupied by a dopant with probability $2/16$, which gives 0.5. In this cell at 1000 K, the mean number of dopants next to the vacancy is thus about three times the random value. The mean depends on cell size: with one complex in a cell doubled along the third axis, more separated arrangements are available and it falls to 1.26.

The probability that the vacancy is on one particular labelled site is not invariant. In the o phase each oxygen orbit has 16 sites, so $\bar A_r=1/16$ if the orbit contains that site and 0 otherwise. The result is 0.0142, equal to the full sum. If every representative with its vacancy in that site's orbit places it on the site itself, using the representatives' values directly gives 0.226, which is the probability of the whole 16-site set.

For a single-valued polar vector $\mathbf d$, each orbit member appears equally often among the images, and
\begin{equation}
\bar{\mathbf d}_r=\frac1{|G|}\sum_{h\in G}W_h\mathbf d(r),
\end{equation}
with $W_h$ the rotation part of $h$. In $Pca2_1$, the signs of $(d_x,d_y,d_z)$ under the four point operations are $(+,+,+)$, $(-,-,+)$, $(+,-,+)$ and $(-,+,+)$. Their mean leaves $(0,0,d_z)$. In $P2_1/c$, inversion makes the mean vanish. Supercell polarization is defined only modulo a quantum. The formula applies to it only if one value can be chosen for each arrangement such that $\mathbf d(h\sigma)=W_h\mathbf d(\sigma)$ for every $h\in G$. Even then the mean may depend on the choice: in $Pca2_1$, adding one quantum along $z$ to every value satisfies the condition and shifts the mean by that quantum.

\section{When the counting must be changed}

Relaxation can break the correspondence between arrangements and minima. If a structure started in the o phase relaxes into the m phase, it must be removed from the o sum. It belongs in the m sum, once, only if it has reached the m variant being summed. If an arrangement with stabilizer $S$ relaxes to a minimum with a smaller stabilizer $S'$, symmetry produces $|S|/|S'|$ equivalent minima. Each is a separate state if the barriers between them make them distinct, and the multiplicity then acquires this factor.

The phase weights also depend on the size of the region that transforms as a unit. If two independent cells must change phase together, their partition functions multiply, and $p_{\rm o}/p_{\rm m}$ at 1000 K changes from 0.33 to $0.33^2=0.11$. The values of $p_\phi$ are therefore probabilities for a coherent region of 16 formula units, not volume fractions of a film. Comparing larger regions requires free energies per formula unit, converged with supercell size at fixed composition, and interface energies if phases coexist.

The numerical output lists the three lowest orbits of each phase, the free energies and the phase weights. For each phase, the orbit-weighted partition sums and association averages were tested against explicit sums over all 3840 arrangements at 300 and 1000 K.

\section*{Computed results}
\begin{verbatim}
Cation sites: 16; oxygen sites: 32
Labelled configurations per phase: 3840
Dielectric constant: 25
Threefold vacancy-site energy: 0.10 eV
Host offsets m,o,t (eV/cell): 0.00 0.10 0.20
Rock-salt constant Ewald/direct: 1.747565 1.747567
m: group order 16, orbits 240
m: multiplicity:number of orbits {16: 240}
m: low orbit 1: E=-0.94711 eV, m=16, adjacent dopants=2
m: low orbit 2: E=-0.92406 eV, m=16, adjacent dopants=2
m: low orbit 3: E=-0.91406 eV, m=16, adjacent dopants=2
m: F=-1.36200, U=-0.80809 eV at 1000 K
m: S/k=6.4278, mean adjacent dopants=1.6148 at 1000 K
o: group order 16, orbits 240
o: multiplicity:number of orbits {16: 240}
o: low orbit 1: E=-0.84556 eV, m=16, adjacent dopants=2
o: low orbit 2: E=-0.83655 eV, m=16, adjacent dopants=2
o: low orbit 3: E=-0.82943 eV, m=16, adjacent dopants=2
o: F=-1.26704, U=-0.71977 eV at 1000 K
o: S/k=6.3507, mean adjacent dopants=1.6367 at 1000 K
t: group order 128, orbits 38
t: multiplicity:number of orbits {32: 4, 64: 10, 128: 24}
t: low orbit 1: E=-0.77162 eV, m=32, adjacent dopants=2
t: low orbit 2: E=-0.68098 eV, m=128, adjacent dopants=2
t: low orbit 3: E=-0.67325 eV, m=32, adjacent dopants=2
t: F=-1.19234, U=-0.62699 eV at 1000 K
t: S/k=6.5606, mean adjacent dopants=1.6428 at 1000 K
Energy evaluations: 518 instead of 11520
Phase weights m,o,t at 300 K: 0.97145 0.02733 0.00122
Phase weights m,o,t at 600 K: 0.83177 0.13951 0.02872
Phase weights m,o,t at 1000 K: 0.67942 0.22571 0.09487
Phase weights m,o,t at 1500 K: 0.57171 0.26860 0.15970
Wrong fixed-variant weights, one per orbit, 1000 K: 0.73145 0.24299 0.02555
Wrong fixed-variant weights, 1/stabilizer, 1000 K: 0.74093 0.24614 0.01293
All-phase mean adjacent dopants at 1000 K: 1.6224
o, one oxygen site: full/orbit-mean/representative probability: 0.01416 0.01416 0.22649
t, 4x1x1 cell: group order 64, orbits 64
\end{verbatim}
